# Two derivations of the Kramers contamination of a single determinant, part 1

(Sections cited here and not found follow in the second part.)

## What fails without a measure

An unrestricted Hartree-Fock determinant for an open-shell atom lets the two members of each nominally closed pair differ. With a spin-free Hamiltonian the size of this breaking is read from $\langle S^2\rangle$. The Dirac-Coulomb Hamiltonian contains spin-orbit coupling and does not commute with $S^2$, so a shift of $\langle S^2\rangle$ in a four-component determinant mixes physical spin-orbit coupling with broken pairing. The symmetry that survives in the absence of magnetic fields is time reversal, and two ways of using it suggest themselves. Both fail.

The first is the overlap of the determinant with its time-reversed image. For $N$ electrons the operation squares to $(-1)^N$, and for odd $N$ the overlap vanishes for every determinant, well paired or not.

The second imitates total spin by adding one-electron operators, $K_+=\sum_i K_i$, with $K_i$ reversing electron $i$ only. This sum is not an operator on the $N$-electron space. The products $(i\varphi)\otimes\psi$ and $\varphi\otimes(i\psi)$ are the same vector. Because $K$ is antilinear, $K_1$ sends the first to $-i\,K\varphi\otimes\psi$ and the second to $+i\,K\varphi\otimes\psi$. The mean of $K_+^2$, evaluated literally by replacing spinors in a determinant, inherits the defect: for a random four-electron determinant in a space of four Kramers pairs it is $-4.7305+0.1017\,i$, which is complex and whose real part lies below $-N=-4$.

A quantity that depends on the determinant alone does exist, and in a suitable basis it is minus the mean of the square of a linear generator whose square has eigenvalues $-k^2$.

## Conventions and statement

Atomic units are used, and all determinants are built from positive-energy spinors (no-pair picture). The one-electron operator is $K=-i\Sigma_yK_0$, with $K_0$ complex conjugation and $\Sigma_y$ equal to $\sigma_y$ on the large and on the small components. The matrix $-i\sigma_y$ is real, with rows $(0,-1)$ and $(1,0)$, so $K\alpha=\beta$, $K\beta=-\alpha$ and $K^2=(-i\Sigma_y)^2=-1$. Since $-i\Sigma_y$ is unitary and $K_0$ conjugates inner products,
$$\langle Ka|Kb\rangle=\langle a|b\rangle^*=\langle b|a\rangle .$$
Putting $a=K\psi$, $b=\varphi$ gives $\langle K^2\psi|K\varphi\rangle=\langle\varphi|K\psi\rangle$, and with $K^2=-1$,
$$\langle\varphi|K\psi\rangle=-\langle\psi|K\varphi\rangle,\qquad \langle\varphi|K\varphi\rangle=0. \tag{1}$$

Let $\Phi=|\varphi_1\cdots\varphi_N|$ be a normalized determinant of orthonormal spinors and
$$T_{ij}=\langle\varphi_i|K\varphi_j\rangle .$$
By (1), $T$ is a complex antisymmetric matrix, $T^T=-T$, and therefore $T^\dagger=-T^*$. The $N$-electron time reversal $\mathcal K$ is the antilinear map with $\mathcal K\Phi=|K\varphi_1\cdots K\varphi_N|$. The overlap of two determinants is the determinant of the one-electron overlaps, so $\langle\Phi|\mathcal K\Phi\rangle=\det T$, and $\det T=\det T^T=(-1)^N\det T$ vanishes for odd $N$, as claimed above.

The result is the number
$$\kappa=N-\sum_{ij}|T_{ij}|^2=n_0+2\sum_a(1-t_a^2), \tag{2}$$
where the $t_a\in(0,1]$ are the nonzero singular values of $T$, each of which occurs twice, and $n_0$ is the number of zero singular values. It depends only on the occupied space. A Kramers-restricted determinant, made of complete pairs $\varphi,K\varphi$ and $N_o$ spinors whose partners are orthogonal to all occupied spinors, has $\kappa=N_o$, and the Kramers contamination is $\Delta=\kappa-N_o$.

## First derivation: the norm of the sum of replaced determinants

For a given list of occupied spinors, let $\Phi_i$ be $\Phi$ with $\varphi_i$ replaced by $K\varphi_i$, and $\Psi=\sum_i\Phi_i$. This is what $K_+\Phi$ means for that list. The vector $\Psi$ depends on the list. The change $\varphi_1\to i\varphi_1$, $\varphi_2\to-i\varphi_2$ multiplies $\Phi$ by $i\cdot(-i)=1$. In $\Phi_1$ the first slot becomes $K(i\varphi_1)=-iK\varphi_1$ and the second $-i\varphi_2$, a factor $(-i)^2=-1$. In $\Phi_2$ the factors are $i$ and $+i$, again $-1$, and the other $\Phi_i$ do not change. Thus $\Psi$ changes by $-2(\Phi_1+\Phi_2)$, a vector of norm $2.0032$ for the random determinant above.

The norm of $\Psi$ does not change. Split $K\varphi_i$ into its parts inside and outside the occupied space,
$$K\varphi_i=\sum_m\varphi_mT_{mi}+\chi_i,\qquad\langle\varphi_m|\chi_i\rangle=0 .$$
A determinant is linear in slot $i$. The terms with $m\ne i$ put $\varphi_m$ in two slots and vanish, and the term $m=i$ has coefficient $T_{ii}=0$. Hence $\Phi_i$ is $\Phi$ with $\varphi_i$ replaced by $\chi_i$. For $i\ne j$, the determinant $\Phi_j$ contains $\varphi_i$, which is orthogonal to every spinor of $\Phi_i$ (the $\varphi_m$ with $m\neq i$, and $\chi_i$); the overlap matrix has a zero column and $\langle\Phi_i|\Phi_j\rangle=0$. For $i=j$ the overlap matrix is the identity except for the entry $\|\chi_i\|^2$. Since $\|K\varphi_i\|=1$, Pythagoras gives $\|\chi_i\|^2=1-\sum_m|T_{mi}|^2$, and
$$\|\Psi\|^2=\sum_i\|\chi_i\|^2=N-\sum_{mi}|T_{mi}|^2=\kappa. \tag{3}$$
So $\kappa$ counts how much of the time-reversed occupied spinors falls outside the occupied space.

Invariance follows from writing (3) with projectors. Let $P=\sum_i|\varphi_i\rangle\langle\varphi_i|$ and $\bar P=\sum_j|K\varphi_j\rangle\langle K\varphi_j|$, the projector on the time-reversed occupied space. Then $\operatorname{Tr}P\bar P=\sum_{ij}|T_{ij}|^2$. Using $P^2=P$, $\bar P^2=\bar P$ and $\operatorname{Tr}P=\operatorname{Tr}\bar P=N$,
$$\tfrac12\operatorname{Tr}(P-\bar P)^2=\tfrac12\left(2N-2\operatorname{Tr}P\bar P\right)=\kappa. \tag{4}$$
Both projectors are fixed by the occupied space, so $\kappa$ is too, and $\kappa=0$ exactly when the occupied space is mapped onto itself by $K$.

The bounds come from the singular values $s_1,\dots,s_N$ of $T$. A unit vector $x$ defines the spinor $\varphi=\sum_i\varphi_ix_i$, and by antilinearity $PK\varphi=\sum_m\varphi_m(Tx^*)_m$. A projection does not lengthen the unit vector $K\varphi$, so $\|Tx^*\|\le1$ and every $s_i\le1$. Since $\sum_{ij}|T_{ij}|^2=\sum_is_i^2$, $\kappa=\sum_i(1-s_i^2)$ lies between $0$ and $N$. For odd $N$, $\det T=0$ forces one $s_i=0$, which contributes $1$. Therefore
$$N \bmod 2\le\kappa\le N. \tag{5}$$
In a restricted determinant each spinor of a complete pair has $\chi_i=0$ (its image is $\pm$ its partner), and each open spinor has $\chi_i=K\varphi_i$ of norm one, so $\kappa=N_o$.

The literal mean of the square is a different object. Applying the replacement twice gives $K_i^2=-1$ for equal slots and doubly replaced determinants $\Phi_{ij}$ for $i\ne j$. The overlap matrix of $\Phi$ with $\Phi_{ij}$ is the identity with columns $i$ and $j$ replaced by columns $i$ and $j$ of $T$. Expanding along the untouched columns leaves $T_{ii}T_{jj}-T_{ij}T_{ji}=T_{ij}^2$, so
$$\Big\langle\Phi\Big|\sum_{ij}K_iK_j\Phi\Big\rangle=-N+\sum_{ij}T_{ij}^2. \tag{6}$$
Under a unitary mixing $\varphi'_j=\sum_i\varphi_iW_{ij}$ the bra contributes $W^\dagger$ and the antilinear $K$ contributes $W^*$, so $T'=W^\dagger TW^*$. For phases this is $T'_{ij}=e^{-i(\gamma_i+\gamma_j)}T_{ij}$, which leaves $|T_{ij}|^2$ alone and rotates $T_{ij}^2$. Expression (6) equals $-\kappa$ when $T$ is real and depends on the list otherwise, which accounts for the complex number quoted at the start.

## Second derivation: a linear generator, its spectrum and its mean

### The generator in a fixed Kramers basis

Take an orthonormal basis $\{p,\bar p=Kp\}$ of $n$ pairs, and define a linear one-electron operator by $up=\bar p$, $u\bar p=-p$. Then $u^2=-1$ and $u^\dagger=-u$. For a spinor $\varphi=\sum_p(x_pp+y_p\bar p)$,
$$K\varphi=\sum_p(x_p^*\bar p-y_p^*p),\qquad u\varphi=\sum_p(x_p\bar p-y_pp),$$
so $K$ is $u$ times conjugation of the coefficients, and $K\varphi=u\varphi$ when the coefficients are real. The sum of $u$ over electrons is a proper operator,
$$U_+=\sum_p\left(a^\dagger_{\bar p}a_p-a^\dagger_pa_{\bar p}\right).$$
The anticommutation rules give $[a^\dagger_aa_b,a^\dagger_c]=\delta_{bc}a^\dagger_a$, hence $[U_+,a^\dagger(\varphi)]=a^\dagger(u\varphi)$. Moving $U_+$ through the creators to the vacuum, which it annihilates, gives
$$U_+|\varphi_1\cdots\varphi_N|=\sum_i|\varphi_1\cdots u\varphi_i\cdots\varphi_N|. \tag{7}$$
On determinants of spinors that are real in the basis, $U_+$ therefore acts as $\sum_iK_i$. If $p,\bar p$ are labelled as pseudospin up and down, $u=-i\tilde\sigma_y$ and $U_+=-2i\tilde S_y$.

### Spectrum

Define $\xi_p^\pm=(p\pm i\bar p)/\sqrt2$. Then $u(p+i\bar p)=\bar p-ip=-i(p+i\bar p)$ and $u(p-i\bar p)=\bar p+ip=+i(p-i\bar p)$, so the Hermitian operator $iu$ has eigenvalue $\pm1$ on $\xi^\pm_p$. By (7), a determinant with $n_+$ spinors $\xi^+$ and $n_-$ spinors $\xi^-$ is an eigenvector of $iU_+$ with eigenvalue $m=n_+-n_-$. These determinants span the $N$-electron space, so
$$U_+^2=-k^2,\qquad k=|n_+-n_-|,\qquad n_++n_-=N. \tag{8}$$
Since $m=2n_+-N$, $k$ has the parity of $N$; since $n_\pm\le n$, $k\le\min(N,2n-N)$. The multiplicity of $m$ is $\binom n{n_+}\binom n{n_-}$. For $n=4$, $N=3$ this gives $2\binom42\binom41=48$ states with $k^2=1$ and $2\binom43\binom40=8$ with $k^2=9$; for $N=4$ it gives $36$, $32$ and $2$ states with $k^2=0,4,16$. Diagonalization of $U_+^2$ built from explicit fermion matrices reproduces the spectrum for every $N$ from $0$ to $8$.

A doubly occupied pair contributes nothing to $m$:
$$a^\dagger_{\xi^+}a^\dagger_{\xi^-}=\tfrac12(a^\dagger_p+ia^\dagger_{\bar p})(a^\dagger_p-ia^\dagger_{\bar p})=\tfrac12(-ia^\dagger_pa^\dagger_{\bar p}+ia^\dagger_{\bar p}a^\dagger_p)=-i\,a^\dagger_pa^\dagger_{\bar p}.$$
Within a configuration with $N_o$ singly occupied pairs, each open pair holds $\xi^+$ or $\xi^-$, so $k\le N_o$ and $m$ has multiplicity $\binom{N_o}{(N_o+m)/2}$.

A restricted determinant whose open spinors are basis spinors $p$ or $\bar p$ is in general not one of these eigenvectors. Every restricted determinant has this form in a Kramers basis built from its own spinors. Inverting the definition, $p=(\xi^++\xi^-)/\sqrt2$ and $\bar p=(\xi^+-\xi^-)/(i\sqrt2)$, so each open spinor gives $\epsilon=\pm1$ with probability $\tfrac12$, independently, and $m=\sum_{r=1}^{N_o}\epsilon_r$. In $\langle m^2\rangle$ only the $N_o$ diagonal terms survive the average. In $\langle m^4\rangle$ the surviving terms have all four indices equal ($N_o$ terms) or equal in two distinct pairs ($3N_o(N_o-1)$ terms). Thus
$$\langle k^2\rangle=N_o,\qquad\operatorname{var}(k^2)=N_o+3N_o(N_o-1)-N_o^2=2N_o(N_o-1),$$
which is $0,0,4,12,24$ for $N_o=0,\dots,4$. Among such determinants only $N_o\le1$ gives an eigenstate. In a basis not built from the determinant these formulas need not hold: since $K\xi^+_p=i\xi^-_p$, the determinant $|\xi_1^+\xi_2^+|$ has $T=0$ and is restricted with $N_o=2$, yet it is an eigenvector with $k^2=4$. The reference value for contamination is the mean $N_o$, and for $N_o\geq2$ it is not attached to a single eigenvalue of $U_+^2$.

### Exponential map

Because $u^2=-1$, the even and odd terms of the exponential series sum to $e^{\lambda u}=\cos\lambda+u\sin\lambda$. The vector $|e^{\lambda u}\varphi_1\cdots e^{\lambda u}\varphi_N|$ has, by the product rule and (7), a $\lambda$-derivative equal to $U_+$ acting on it, and it equals $\Phi$ at $\lambda=0$. It is therefore
$$e^{\lambda U_+}\Phi=|e^{\lambda u}\varphi_1\cdots e^{\lambda u}\varphi_N|. \tag{9}$$
At $\lambda=\pi/2$ every spinor is acted on by $u$. With $\mathcal K_0$ the conjugation of coefficients in the determinants of basis spinors, $\mathcal K=e^{\pi U_+/2}\mathcal K_0$. The matrix of $U_+$ in those determinants is real, so it commutes with $\mathcal K_0$, and $\mathcal K^2=e^{\pi U_+}=(-1)^N$ because $e^{\pi u}=-1$. In this sense $U_+$ generates the unitary part of time reversal.

### Dependence on the basis

The pair $p'=e^{i\gamma}p$, $\bar p'=Kp'=e^{-i\gamma}\bar p$ is an equally valid Kramers pair. Its operator obeys $u'p=e^{-i\gamma}u'p'=e^{-i\gamma}\bar p'=e^{-2i\gamma}\bar p$ and $u'\bar p=e^{i\gamma}u'\bar p'=-e^{2i\gamma}p$. For $\gamma=\pi/4$ this is $u'=-i\tilde\sigma_x$ on that pair: the axis has turned from $y$ to $x$. The spectrum (8) is the same for every basis, but the eigenvectors differ, and so does the mean in a given $\Phi$. For the random four-electron determinant the original basis gives $-\langle U_+^2\rangle=2.0749$, while $\kappa=2.1813$. The basis has to be tied to $\Phi$.

### Real form of $T$ and the adapted basis

The antilinear map $Ax=Tx^*$ is the projected time reversal met above. Its square is linear, $A^2x=TT^*x=-TT^\dagger x$. Transposing a scalar gives, for any vectors, $a^\dagger Tb^*=b^\dagger T^Ta^*=-b^\dagger Ta^*$.

Let $x$ be a unit eigenvector of $TT^\dagger$ with eigenvalue $t^2>0$, $t>0$, and $y=Ax/t$. The real number $\|Ax\|^2=x^TT^\dagger Tx^*$ equals its conjugate $x^\dagger T^TT^*x=x^\dagger(-T)(-T^\dagger)x=t^2$, so $y$ is a unit vector. It is orthogonal to $x$ because $x^\dagger Tx^*=-x^\dagger Tx^*=0$. Also $Ay=A^2x/t=-tx$. If $z$ is orthogonal to $x$ and $y$, then $x^\dagger Az=-z^\dagger Ax=-t\,z^\dagger y=0$ and $y^\dagger Az=-z^\dagger Ay=t\,z^\dagger x=0$, so $A$ maps the orthogonal complement into itself and the step can be repeated there. It ends when $A$ vanishes on a remaining space of dimension $n_0$. With these vectors as the columns of $W$, $T'=W^\dagger TW^*$ consists of real blocks with $T'_{yx}=t_a$, $T'_{xy}=-t_a$, and an $n_0\times n_0$ zero block. This is the Youla form; it shows that nonzero singular values come in pairs and that $N=n_0+2n_{\rm pair}$.

Use the mixed spinors from here on; $\Phi$ changes by the phase $\det W$ only. All inner products in the set $\{\varphi_i,K\varphi_i\}$ are now real: $\delta_{ij}$, $T_{ij}$, and $\langle K\varphi_i|K\varphi_j\rangle=\delta_{ij}$. The span $V_{\mathbb R}$ of this set with real coefficients has real inner products and is mapped into itself by $K$. Build a Kramers basis by Gram-Schmidt in pairs: take the next $\varphi_i$, subtract its projections on the pairs found so far, and if a remainder $v$ is left, normalize it and add $v$ and $Kv$. The projections have real coefficients, so $v$ and $Kv$ stay in $V_{\mathbb R}$. By (1), $Kv\perp v$, and for any earlier basis spinor $b$, $\langle b|Kv\rangle=-\langle v|Kb\rangle=0$ because $Kb$ is $\pm$ an earlier basis spinor. After the $\varphi_i$ are used up, the same procedure applied to arbitrary spinors completes the basis. Every $\varphi_i$ is a real combination of the basis spinors, so $u\varphi_i=K\varphi_i$ and $\langle\varphi_i|u\varphi_j\rangle=T_{ij}$.

We have shown that $\kappa$ depends only on the occupied space, found the spectrum of $U_+^2$, and built a Kramers basis adapted to $\Phi$ in which $u\varphi_i=K\varphi_i$. It remains to show that $-\langle U_+^2\rangle=\kappa$ in this basis, to find the distribution of $k$, and to examine the spin-free limit, spin-orbit coupling and the phosphorus atom.

Numerical values quoted here were computed with a short program.
